# The rigid-ion Debye–Waller term for electronic levels and its error, part 2

Nuclear vibrations shift a non-degenerate electronic level $\varepsilon_n$. Hartree atomic units are used. The Hamiltonian is $H=\tfrac12p^2+V(R)$, with nuclear positions $R_{\kappa\alpha}$ (atom $\kappa$, axis $\alpha$; a pair is abbreviated $i$ or $j$). Subscripts on $V$ denote total derivatives, including the response of the density if $V$ is self-consistent. The nuclei are adiabatic and harmonic, with displacements $u_i$, $\langle u_i\rangle=0$ and covariance $C_{ij}=\langle u_iu_j\rangle$. To second order the shift is half the sum of $C_{ij}$ times the Hessian

$$\frac{\partial^2\varepsilon_n}{\partial R_i\partial R_j}=D_{ij}+F_{ij},\tag{4}$$

$$D_{ij}=\langle n|V_{ij}|n\rangle,\qquad F_{ij}=2\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|V_i|m\rangle\langle m|V_j|n\rangle}{\varepsilon_n-\varepsilon_m}.\tag{5}$$

This gives a Fan and a Debye–Waller term:

$$\Delta^{\rm Fan}=\frac12\sum_{ij}F_{ij}C_{ij},\qquad\Delta^{\rm DW}=\frac12\sum_{ij}D_{ij}C_{ij}.\tag{6}$$

Density functional perturbation theory supplies $V_i$ but not, in the same calculation, $V_{ij}$. The operator $T(t)=e^{-it\cdot p}$ moves an electronic state by $t$. Translation invariance gives

$$\sum_{\kappa'}V_{\kappa'\beta}=-i\,[p_\beta,H].\tag{8}$$

$$\sum_{\kappa'}D_{\kappa\alpha,\kappa'\beta}=-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}.\tag{13}$$

Elements of $D$ are on-site for $\kappa=\kappa'$ and off-site otherwise. A rigid potential is a sum of one-centre operators that follow their nuclei without change of form, and its off-site elements vanish. The rigid-ion approximation defines, for any potential,

$$D^{\rm RI}_{\kappa\alpha\beta}\equiv-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=-i\,\langle n|[p_\beta,V_{\kappa\alpha}]|n\rangle,\tag{15}$$

$$\Delta^{\rm DW,RI}=\frac12\sum_{\kappa\alpha\beta}D^{\rm RI}_{\kappa\alpha\beta}\,C_{\kappa\alpha,\kappa\beta}.\tag{16}$$

By (13),

$$D^{\rm RI}_{\kappa\alpha\beta}=D_{\kappa\alpha,\kappa\beta}+\sum_{\kappa'\neq\kappa}D_{\kappa\alpha,\kappa'\beta}.\tag{17}$$

The neglected, non-rigid term $\Delta^{\rm NR}=\Delta^{\rm DW}-\Delta^{\rm DW,RI}$ is

$$\Delta^{\rm NR}=\frac12\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\big(C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\alpha,\kappa\beta}\big).\tag{18}$$

It is the sum of a symmetric and an antisymmetric term, $\Delta^{\rm NR}=\Delta^{\rm NR}_S+\Delta^{\rm NR}_A$:

$$\Delta^{\rm NR}_S=-\frac14\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\langle(u_{\kappa\alpha}-u_{\kappa'\alpha})(u_{\kappa\beta}-u_{\kappa'\beta})\rangle,\tag{21}$$

$$\Delta^{\rm NR}_A=\frac14\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\big(C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\beta,\kappa'\alpha}\big).\tag{22}$$

The transfer of off-site elements to the diagonal in (17) has a benefit. Add to all displacements a common random vector $s$ uncorrelated with them, so that every block of $C$ gains the same matrix $\Theta_{\alpha\beta}=\langle s_\alpha s_\beta\rangle$. The Fan term gains $\frac12\sum F_{\kappa\alpha,\kappa'\beta}\Theta_{\alpha\beta}$, and by (15) and (16) the rigid-ion term gains the negative of this; (18) does not change. The rigid-ion total thus respects the fact that a bodily translation cannot shift a level. Keeping the true on-site block instead would leave the spurious shift $-\frac12\sum_{\kappa\neq\kappa'}D_{\kappa\alpha,\kappa'\beta}\Theta_{\alpha\beta}$, by (13). The invariance is not complete, however. If $s$ is correlated with the displacements, $C_{\kappa\alpha,\kappa'\beta}$ also gains $\langle u_{\kappa\alpha}s_\beta\rangle+\langle s_\alpha u_{\kappa'\beta}\rangle$. The two additions contribute equally to the Fan term, by the symmetry of $F$, and together give $-\sum_\kappa D^{\rm RI}_{\kappa\alpha\beta}\langle u_{\kappa\alpha}s_\beta\rangle$. The rigid-ion term gains $\frac12\sum_\kappa D^{\rm RI}_{\kappa\alpha\beta}(\langle u_{\kappa\alpha}s_\beta\rangle+\langle u_{\kappa\beta}s_\alpha\rangle)$. Their sum, $-\frac12\sum_\kappa D^{\rm RI}_{\kappa\alpha\beta}(\langle u_{\kappa\alpha}s_\beta\rangle-\langle u_{\kappa\beta}s_\alpha\rangle)$, vanishes for every such correlation only if each $D^{\rm RI}_{\kappa\alpha\beta}$ is symmetric in $\alpha\beta$; when it does not vanish, it is compensated by the change of (22).

A model in which the derivatives of the potential are available in closed form shows these terms at work. Take Gaussian wells whose depth depends on the neighbours,

$$V=\sum_jA_j(R)\,e^{-|r-R_j|^2/2w^2},\qquad A_j=-A^0_j\Big(1+\lambda\sum_{k}e^{-|R_j-R_k|^2/\ell^2}\Big),\tag{23}$$

with $k$ running over the neighbours of $j$. For $\lambda=0$ this is rigid. For $\lambda\neq0$, with $g_j$ the Gaussian on atom $j$, the product rule gives the off-site operator

$$V_{\kappa\alpha,\kappa'\beta}=\sum_j\frac{\partial^2A_j}{\partial R_{\kappa\alpha}\partial R_{\kappa'\beta}}\,g_j+\frac{\partial A_{\kappa'}}{\partial R_{\kappa\alpha}}\frac{\partial g_{\kappa'}}{\partial R_{\kappa'\beta}}+\frac{\partial A_\kappa}{\partial R_{\kappa'\beta}}\frac{\partial g_\kappa}{\partial R_{\kappa\alpha}}.\tag{24}$$

In the last two terms the gradient of the depth points along the bond, while the expectation value of the gradient of $g$ points wherever the state pulls on that well. When the two directions differ, each of these terms has an antisymmetric part, and so has the block unless the two cancel, as they do for a pair of wells exchanged by inversion.

The numerical check treats the ground state of three such wells in a two-dimensional periodic box of side 10 bohr, at positions with no symmetry, with depths $A^0=1.0,\,0.8,\,1.2$ Ha, $w=0.8$ bohr, $\ell=2$ bohr and a randomly drawn covariance. It asserts (8), the equality of the two forms in (15), equation (17), the Hessian (4) against finite differences of the eigenvalue along the six principal axes of the covariance, and the invariance under an uncorrelated translation. For $\lambda=0$ the Fan term $-5.607\times10^{-3}$ Ha and the rigid-ion term $4.355\times10^{-3}$ Ha add up to the finite-difference shift $-1.251\times10^{-3}$ Ha. For $\lambda=0.5$ the element $D^{\rm RI}_{1xx}=0.1738$ Ha/bohr² differs from the true $D_{1x,1x}=0.1316$ Ha/bohr², as (17) allows, and the off-site block is far from symmetric: $D_{1x,2y}=0.0021$ against $D_{1y,2x}=0.0398$ Ha/bohr². The rigid-ion total is $(-10.485+6.982)\times10^{-3}=-3.50\times10^{-3}$ Ha, the finite-difference shift is $-6.10\times10^{-3}$ Ha, and (21) supplies $-2.599\times10^{-3}$ Ha, which is 43% of the full shift. The antisymmetric term is only $1.9\times10^{-6}$ Ha in spite of the asymmetric block. This is the value for one random covariance, and no general smallness follows from it: over 300 covariances drawn in the same way its root mean square is $1.7\times10^{-4}$ Ha, and its median size is about 5% of the symmetric term. The term is nevertheless resolved, because the four contributions are required to reproduce the finite-difference shift within $10^{-8}$ Ha. The numbers refer to a basis of 121 plane waves. For $\lambda=0.5$ a converged cutoff moves the Fan and rigid-ion terms to $-10.519\times10^{-3}$ and $7.032\times10^{-3}$ Ha and the full shift to $-6.085\times10^{-3}$ Ha, while the non-rigid term changes by about $10^{-6}$ Ha.

### Crystals: only zone-centre couplings enter

Consider $N$ cells with periodic boundary conditions, atoms labelled $(l,\kappa)$, lattice vectors $R_l$, and Bloch states $|nk\rangle$ normalized over the $N$ cells. The atom label of the previous equations becomes $(l,\kappa)$. With phonon frequencies $\omega_{q\nu}$, normalized polarization vectors obeying $e_\nu(-q)=e_\nu(q)^*$, and the amplitudes $a_{\kappa\alpha}(q\nu)=e_{\kappa\alpha,\nu}(q)/\sqrt{2M_\kappa\omega_{q\nu}}$, the displacement operator is

$$u_{l\kappa\alpha}=\frac1{\sqrt N}\sum_{q\nu}a_{\kappa\alpha}(q\nu)\,e^{iq\cdot R_l}\,\big(b_{q\nu}+b^\dagger_{-q\nu}\big).\tag{25}$$

The thermal average $\langle(b_{q}+b^\dagger_{-q})(b_{q'}+b^\dagger_{-q'})\rangle$ is nonzero only for $q'=-q$ and equal branch, where it is $(n_{q\nu}+1)+n_{q\nu}$ with $n_{q\nu}$ the Bose occupation. This gives a sum over $q$ of $a_{\kappa\alpha}a^*_{\kappa'\beta}e^{iq\cdot(R_l-R_{l'})}$. The terms $q$ and $-q$ are conjugates, so the sum is real and equals its conjugate:

$$C_{l\kappa\alpha,l'\kappa'\beta}=\frac1N\sum_{q\nu}(2n_{q\nu}+1)\,a^*_{\kappa\alpha}\,a_{\kappa'\beta}\,e^{-iq\cdot(R_l-R_{l'})}.\tag{26}$$

The zero-frequency modes at $q=0$ are uncorrelated uniform translations and are omitted, which changes neither the rigid-ion total nor $\Delta^{\rm NR}$. The first-order couplings of density functional perturbation theory are

$$h^{mn}_{\kappa\alpha}(k,q)=\Big\langle m\,k{+}q\Big|\sum_le^{iq\cdot R_l}V_{l\kappa\alpha}\Big|nk\Big\rangle,\qquad g^{mn}_\nu(k,q)=\sum_{\kappa\alpha}a_{\kappa\alpha}(q\nu)\,h^{mn}_{\kappa\alpha}(k,q).\tag{27}$$

Lattice periodicity gives $V_{l\kappa\alpha}=T(R_l)V_{0\kappa\alpha}T(R_l)^\dagger$. Bloch's theorem gives $T(R_l)^\dagger|nk\rangle=e^{ik\cdot R_l}|nk\rangle$ and $\langle m\,k{+}q|T(R_l)=e^{-i(k+q)\cdot R_l}\langle m\,k{+}q|$. The matrix element of $V_{l\kappa\alpha}$ is thus $e^{-iq\cdot R_l}$ times that of $V_{0\kappa\alpha}$. All $N$ terms in (27) are equal, and $\langle m\,k{+}q|V_{l\kappa\alpha}|nk\rangle=e^{-iq\cdot R_l}h^{mn}_{\kappa\alpha}(k,q)/N$. Equation (5) becomes

$$F_{l\kappa\alpha,l'\kappa'\beta}=\frac2{N^2}\,\mathrm{Re}\sum_{q'm}{}'\,e^{iq'\cdot(R_l-R_{l'})}\,\frac{h^{mn\,*}_{\kappa\alpha}(k,q')\,h^{mn}_{\kappa'\beta}(k,q')}{\varepsilon_{nk}-\varepsilon_{m\,k+q'}},\tag{28}$$

where the prime excludes the state $nk$ itself. In the Fan term of (6) the real $C$ can be taken inside the real part. The double lattice sum $\sum_{ll'}e^{i(q'-q)\cdot(R_l-R_{l'})}=N^2\delta_{qq'}$ cancels the $N^{-2}$, the factors $\frac12$ and $2$ cancel, and the sums over $\kappa\alpha$ and $\kappa'\beta$ form $g^*$ and $g$:

$$\Delta^{\rm Fan}_{nk}=\frac1N\sum_{q\nu}(2n_{q\nu}+1)\sum_m{}'\frac{|g^{mn}_\nu(k,q)|^2}{\varepsilon_{nk}-\varepsilon_{m\,k+q}}.\tag{29}$$

In (15) the sum over the second atom includes the sum over $l'$, and $\sum_{l'}e^{-iq'\cdot R_{l'}}=N\delta_{q'0}$ keeps only the zone centre:

$$D^{\rm RI}_{l\kappa\alpha\beta}=-\frac2N\,\mathrm{Re}\sum_{m\neq n}\frac{h^{mn\,*}_{\kappa\alpha}(k,0)\sum_{\kappa'}h^{mn}_{\kappa'\beta}(k,0)}{\varepsilon_{nk}-\varepsilon_{mk}}.\tag{30}$$

This is independent of $l$, as is the on-site covariance $C_{\kappa\alpha,\kappa\beta}$ obtained from (26) at $l=l'$, $\kappa=\kappa'$. The sum over $l$ in (16) gives a factor $N$, and

$$\Delta^{\rm DW,RI}_{nk}=-\sum_{\kappa\alpha\beta}C_{\kappa\alpha,\kappa\beta}\;\mathrm{Re}\sum_{m\neq n}\frac{h^{mn\,*}_{\kappa\alpha}(k,0)\sum_{\kappa'}h^{mn}_{\kappa'\beta}(k,0)}{\varepsilon_{nk}-\varepsilon_{mk}}.\tag{31}$$

The phonons of all wavevectors enter (31) only through the on-site mean-square displacements, the same tensor that appears in the Debye–Waller factor of diffraction. The electronic factor needs one set of $q=0$ couplings. Equations (29) and (31) together are the adiabatic Allen–Heine–Cardona expressions.

For the neglected term, the element $D_{l\kappa\alpha,l'\kappa'\beta}$ is of order $1/N$, because the state is spread over $N$ cells, and it depends on $R_{l'}-R_l$ only. Define its intensive lattice transform

$$\mathcal D_{\kappa\alpha,\kappa'\beta}(q)=N\sum_{l}D_{0\kappa\alpha,l\kappa'\beta}\,e^{iq\cdot R_l}.\tag{32}$$

In (18) the on-site term may be added to the sum, since its bracket is zero. The sum over the first cell gives the factor $N$ of (32). By (26), $C_{0\kappa\alpha,l\kappa'\beta}$ carries the phase $e^{iq\cdot R_l}$, while the on-site covariance carries none. Hence

$$\Delta^{\rm NR}_{nk}=\frac1{2N}\sum_{q\nu}(2n_{q\nu}+1)\,\mathrm{Re}\sum_{\kappa\alpha,\kappa'\beta}\Big[a^*_{\kappa\alpha}a_{\kappa'\beta}\,\mathcal D_{\kappa\alpha,\kappa'\beta}(q)-a^*_{\kappa\alpha}a_{\kappa\beta}\,\mathcal D_{\kappa\alpha,\kappa'\beta}(0)\Big].\tag{33}$$

The rigid-ion approximation replaces $\mathcal D(q)$ by a matrix that is independent of $q$ and diagonal in the sublattice. What is lost is the dispersion of $\mathcal D(q)$ and its sublattice off-diagonal blocks. The neglected elements include those between an atom and its own images in other cells, so a crystal with one atom per cell is not exempt.

Long-wavelength acoustic modes are treated well when $D$ is of short range. As $q\to0$ along a fixed direction, $e_\kappa\propto\sqrt{M_\kappa}$ makes $a_{\kappa\alpha}$ tend to a vector $a^0_\alpha$ common to all sublattices. If the eigenvector is analytic in $q$ through $q=0$ along that direction, as it is for a branch whose sound velocity is not degenerate, $e(-q)=e(q)^*$ makes $a^0$ real and the linear correction imaginary. The phase $e^{iq\cdot R_l}$ also has an imaginary linear term and $D$ is real, so the real part of the bracket in (33) has no zeroth-order and no first-order term and is of order $q^2|a^0|^2$. Along a threefold, fourfold or sixfold screw axis of a chiral crystal, where the two transverse sound velocities are equal by symmetry, the two transverse branches tend instead to circular polarizations, and each can carry a term of order $q$. The same argument applied to the projector on the pair shows that the two terms are opposite, and since the two frequencies differ only at relative order $q$, the pair together is again of order $q^2|a^0|^2$. No such suppression exists for optical modes or for zone-boundary modes, in which neighbours move against each other.

Two conditions limit the crystal formulas. The assumption of a non-degenerate level concerns all states $m\,k{+}q$ in (29), and in the limit of large $N$ it is tenable only at an isolated band extremum. There, in three dimensions, the intraband denominator is of order $q^2$ and the measure is $q^2dq$, so the integral converges if $|g|^2(2n+1)$ stays finite, as it does for deformation-potential coupling, and diverges as $\int dq/q^2$ for the $|g|^2\propto q^{-2}$ of a polar optical mode. This is a failure of the adiabatic Fan term, distinct from the rigid-ion question. Equation (31) involves vertical interband denominators only. Second, the short range of $D$ assumed in the previous paragraph need not hold in a polar insulator, where displaced charges produce long-range fields.

The program tests (29) and (31) on a diatomic chain of the type (23) with nearest-neighbour dependence: four cells, lattice constant 6 bohr, atoms at 0 and 2.6 bohr, $A^0=1.0$ and $0.7$ Ha, $w=0.7$ bohr, $\lambda=0.5$, $\ell=3$ bohr, masses $2\times10^4$ and $4\times10^4$ electron masses, spring constants 0.10 and 0.05 Ha/bohr², at 300 K. The state is the second band at $k=0$, at $-0.3249$ Ha, and the mean-square displacements are 0.01314 and 0.01078 bohr². The Bloch formulas give $\Delta^{\rm Fan}=-3.672\times10^{-3}$ Ha and $\Delta^{\rm DW,RI}=5.037\times10^{-3}$ Ha. The real-space form (21) with the covariance (26) gives $\Delta^{\rm NR}=-0.440\times10^{-3}$ Ha. The sum, $0.925\times10^{-3}$ Ha, agrees with the shift obtained by displacing the atoms of the supercell along each normal mode and differentiating the eigenvalue numerically. The neglected term is 9% of $\Delta^{\rm DW,RI}$ but 48% of the full shift, because the Fan and rigid-ion terms cancel to $1.365\times10^{-3}$ Ha. In this four-cell ring a modest error of the Debye–Waller term is a large error of the observable. The ratios depend on the number of cells. In one dimension the mean-square displacement grows in proportion to $N$, and the full shift does not converge either: it is 1.18, 1.58 and $2.33\times10^{-3}$ Ha for 8, 16 and 32 cells, while $\Delta^{\rm NR}$ settles near $-0.49\times10^{-3}$ Ha. For 32 cells the neglected term is 1.4% of $\Delta^{\rm DW,RI}$ and 21% of the full shift.

In a crystal the rigid-ion term needs only zone-centre couplings and on-site mean-square displacements, while the neglected term contains the dispersion of $\mathcal D(q)$ and its sublattice off-diagonal blocks. What remains is to trace the off-site elements to the Kohn–Sham potential and to evaluate their effect for the stretch of H$_2$.
